# Why a half-percent lattice error can reshape a ferroelectric well

## What goes wrong

A pseudopotential is compared with an all-electron calculation that uses the same functional. The cubic lattice parameters differ by 0.5%, and the pseudopotential is accepted. It is then used for a ferroelectric, and the energy gained by the polar distortion differs from the all-electron value by 30%. Without a link between the two errors, the second looks like a separate failure. One may then look for its cause in the wrong place, or trust the next well depth because the next lattice parameter is again good to half a percent.

The link is the coupling between polar displacement and strain. A pseudopotential can also alter the polar instability directly, at fixed lattice, and this second contribution can oppose the first. Below, each is isolated and then weighed against the other.

## The energy and its reference

Hartree atomic units are used. Let \(u\) be the polar displacement, an absolute length, and let \(\eta\) be the isotropic linear strain, measured from the cubic equilibrium lattice of the reference calculation. To the lowest useful order the reference energy per cell, relative to its cubic minimum, is

\[
E_{\rm ref}=Au^2+Bu^4+g\,\eta u^2+\tfrac12 C\eta^2 ,\qquad A<0,\quad B,C>0 .
\]

Odd powers of \(u\) are absent because \(u\) and \(-u\) are equivalent. The coupling \(g\) is the rate at which strain changes the coefficient of \(u^2\). Here \(g<0\): expansion favours the polar state. Tetragonal and shear strains, zero-point motion and temperature are left out.

## Contribution 1: the lattice fault

Suppose first that the pseudopotential adds an error \(W(\eta)\) that does not depend on \(u\). For small strain \(W\simeq W_0+W_1\eta\); its second-order part would slightly change \(C\) and is neglected. Completing the square gives

\[
\tfrac12C\eta^2+W_1\eta=\tfrac12C(\eta-\delta)^2-\tfrac12C\delta^2,\qquad \delta=-\frac{W_1}{C}.
\]

The cubic lattice parameter is therefore wrong by the fraction \(\delta\). Constants cancel in a well depth, so the energy to be studied is

\[
E=Au^2+Bu^4+g\eta u^2+\tfrac12C(\eta-\delta)^2 .
\]

Write \(\eta=\delta+\epsilon\), where \(\epsilon\) is the further strain caused by polarization:

\[
E=(A+g\delta)u^2+Bu^4+g\epsilon u^2+\tfrac12C\epsilon^2 .
\]

At fixed \(u\), the condition \(\partial E/\partial\epsilon=gu^2+C\epsilon=0\) gives \(\epsilon=-gu^2/C\). The last two terms become \(-g^2u^4/C+g^2u^4/(2C)=-g^2u^4/(2C)\), so

\[
E=(A+g\delta)u^2+B'u^4,\qquad B'=B-\frac{g^2}{2C}.
\]

This form has a stable minimum if \(B'>0\). If \(A+g\delta<0\), setting the derivative with respect to \(u^2\) to zero gives

\[
u_0^2=-\frac{A+g\delta}{2B'},\qquad
D(\delta)=-E(u_0)=\frac{(A+g\delta)^2}{4B'} .
\]

The depth \(D\) is the energy of the cubic minimum minus that of the polar minimum, each at its own relaxed lattice. Its ratio to the error-free depth is

\[
\frac{D(\delta)}{D(0)}=\left(1+\frac{g\delta}{A}\right)^2
=\left(1+\frac{\delta}{\eta_c}\right)^2,\qquad \eta_c=\frac{A}{g}>0 .
\]

The length of the lever is set by \(\eta_c\). At the strain \(-\eta_c\) the coefficient \(A+g\eta\) vanishes, so \(\eta_c\) is the compression that removes the well. Expanding the square,

\[
\frac{\Delta D}{D}=\frac{2\delta}{\eta_c}+\left(\frac{\delta}{\eta_c}\right)^2 .
\]

The factor 2 arises because the depth is quadratic in the coefficient of \(u^2\). The second term makes an expansion act more strongly than an equal compression. If \(\eta_c\) were 20%, an error of 0.5% would change the depth by about 5%; if \(\eta_c\) is 3%, the change is about a third. For \(\delta\le-\eta_c\) there is no well left and the formula for \(D\) no longer applies.

Strain relaxation is not the origin of this sensitivity. If the strain is held at \(\delta\), then \(\epsilon=0\) and the depth is \((A+g\delta)^2/(4B)\). This is shallower, but within this model it has the same relative dependence on \(\delta\).

## Why the critical compression is small

The remaining question is why \(A\) should be small when \(g\) is not. A lattice of rigid ions shows the mechanism. Take the rocksalt structure with charges \(\pm Z\), distance \(d\) between unlike neighbours and cell volume \(V=2d^3\). Unlike neighbours repel with energy \(\phi(r)=b\,e^{-r/\rho}\). One sublattice moves rigidly by \(u\) along a cube axis and is kept on that axis, at zero macroscopic electric field.

**Short-range part.** The two neighbours on the axis contribute \(\phi(d+u)+\phi(d-u)\simeq2\phi+\phi''u^2\). The four lateral neighbours move to distance \(\sqrt{d^2+u^2}\simeq d+u^2/(2d)\) and contribute \(4\phi+2\phi'u^2/d\). The terms in \(u^2\) are \(\tfrac12ku^2\), with

\[
k=2\phi''+\frac{4\phi'}{d}=2b\,e^{-d/\rho}\left(\frac1{\rho^2}-\frac{2}{\rho d}\right).
\]

**Dipolar part.** At zero macroscopic field, the moving ions of charge \(-Z\) see the potential \(\psi\) of the other sublattice together with a uniform neutralizing background of density \(-Z/V\). Away from the point charges, Poisson's equation gives \(\nabla^2\psi=4\pi Z/V\). By cubic symmetry each of the three second derivatives is one third of this. The energy \(-Z\psi\) therefore contains \(-\tfrac12Lu^2\), with

\[
L=\frac{4\pi Z^2}{3V}.
\]

Interactions within a sublattice do not change in a rigid displacement. Hence

\[
A=\tfrac12(k-L).
\]

The instability is a difference between two competing terms. Their responses to strain do not cancel in the same way. With \(x=d/\rho\), \(k\) varies with \(d\) as \(e^{-x}(1-2/x)\), so

\[
-\frac{d\ln k}{d\ln d}=x-\frac{2}{x-2}\equiv p,\qquad -\frac{d\ln L}{d\ln d}=3 .
\]

Since \(g=d\,(dA/dd)\), inserting \(k=L+2A\) gives

\[
g=\tfrac12(-pk+3L)=-\tfrac12(p-3)L-pA .
\]

As \(A\to0\), \(g\) tends to \(-\tfrac12(p-3)L\), which is not small if \(p\) is well above 3. Expansion weakens the short-range restoring force faster than the dipolar drive.

## Numbers for the lattice

Choose the round model parameters \(Z=2\), \(d_0=4\) bohr and \(\rho=0.74\) bohr; they do not represent a material. The cubic energy per cell is \(-\alpha Z^2/d+6\phi(d)\), where the Madelung constant from an Ewald sum is \(\alpha=1.7476\). Equilibrium at \(d_0\) requires

\[
\frac{\alpha Z^2}{d_0^2}=\frac{6b}{\rho}e^{-d_0/\rho},
\]

which gives \(b=11.99\) hartree. Then, in hartree/bohr²,

\[
k=0.12398,\qquad L=0.13090,\qquad A=\tfrac12(0.12398-0.13090)=-0.00346 .
\]

The magnitude of \(A\) is 5.3% of the dipolar term \(L/2\). With \(p=4.818\),

\[
g=\tfrac12(-4.818\times0.12398+3\times0.13090)=-0.1023\ \text{hartree/bohr}^2 ,
\]

and therefore \(\eta_c=0.003459/0.10233=3.38\%\).

The elastic constant is \(C=d^2\,d^2E/dd^2\) for the cubic energy. The Coulomb term contributes \(-2\alpha Z^2/d\) and the repulsion \(6\phi d^2/\rho^2=\alpha Z^2x/d\), by the equilibrium condition. Thus \(C=(\alpha Z^2/d)(x-2)=5.951\) hartree. The quartic coefficient follows from the full energy, with Ewald-summed Coulomb part, at displacements of 0.1, 0.2 and 0.3 bohr; solving for the coefficients of \(u^2\), \(u^4\) and \(u^6\) gives \(B=0.005558\) hartree/bohr⁴. Then

\[
B'=0.005558-\frac{0.10233^2}{2\times5.951}=0.004678\ \text{hartree/bohr}^4,
\]

\[
D(0)=\frac{0.003459^2}{4\times0.004678}=0.639\ \text{mhartree}.
\]

For \(\delta=+0.5\%\), \(\delta/\eta_c=0.148\), and the change is \(0.296+0.022=+31.8\%\). For \(\delta=-0.5\%\) it is \(-0.296+0.022=-27.4\%\).

The same lattice error looks mild on the elastic scale. Holding the reference crystal at the wrong lattice costs \(\tfrac12C\delta^2=0.074\) mhartree, about 12% of the depth. The depth, however, responds in first order: its linear change is \(-g\delta u_0^2\). With \(u_0^2=0.003459/(2\times0.004678)=0.370\) bohr², this is 0.19 mhartree for the expansion. A lattice error can thus cost little elastic energy and still shift the balance between the cubic and polar states.

## What the Landau form leaves out

The full lattice energy can be minimized numerically over both \(d\) and \(u\), with the exponentials and the Ewald sum kept whole. This gives a depth of 0.655 mhartree (17.8 meV) and a displacement of 0.62 bohr. This state is a minimum only under two constraints: the displacement is kept on a cube axis, and the strain is kept isotropic. Without the first it is a saddle point: the second derivative of the energy for a sideways displacement is about −0.012 hartree/bohr². Without the second, even the cubic lattice is unstable: for these parameters \((C_{11}-C_{12})V\simeq-0.10\) hartree, and letting \(c/a\) relax carries the polar state to one about 4.5 mhartree below the cubic energy. The rigid-ion lattice therefore tests the formula along one polar coordinate and one strain; it is not a model of a stable ferroelectric. All depths given for it are depths along this coordinate at isotropic strain, measured from a cubic state that is a minimum only with respect to isotropic strain.

A nearly pure lattice fault can be added as a repulsion \(w\,e^{-r/\rho}\) between like ions of one sublattice. Each ion has 12 such neighbours at \(\sqrt2\,d\), so the energy per cell is \(6w\,e^{-\sqrt2d/\rho}\), independent of \(u\). The strength \(w\), positive or negative, is tuned to shift the cubic lattice by the chosen \(\delta\). Full relaxation then changes the depth by +36.4% for \(\delta=+0.5\%\) and by −30.4% for \(\delta=-0.5\%\). The Landau values have the right sign and size but are 3 to 5 percentage points too small in magnitude.

The approach to the threshold \(A=0\) shows which part grows. For three values of \(\rho\), with \(b\) readjusted to keep \(d_0=4\) bohr, the logarithmic slope \(d\ln D/d\delta\) of the full model was obtained by central differences between \(\delta=\pm0.01\%\):

| \(\rho\) (bohr) | \(A\) (hartree/bohr²) | \(2g/A\) | full slope |
|---|---:|---:|---:|
| 0.740 | −0.00346 | 59.2 | 66.8 |
| 0.728 | −0.00184 | 127.2 | 134.7 |
| 0.718 | −0.00044 | 583.5 | 591.2 |

The Landau slope grows about tenfold, while the remainder stays between 7 and 8. The remainder collects what the Landau form omits, including the strain dependence of \(B\), higher powers of \(u\) and the second-order part of the fault energy \(W(\eta)\). These effects were not separated from one another.

The linear form \(A+g\eta\) has its own limit. The zero of \(\tfrac12[k(d)-L(d)]\), found numerically at fixed \(b\) and \(\rho\), lies at a compression of 3.11%, not 3.38%. The linear estimate is good for errors of half a percent but less so for locating the end of the well.

## Which lattice is half a percent wrong?

The error \(\delta\) belongs to the cubic lattice. The polar strain is

\[
\eta_{\rm pol}=\delta-\frac{g u_0^2}{C}=\delta+\frac{g(A+g\delta)}{2B'C}.
\]

Subtracting its value at \(\delta=0\) gives the error of the polar lattice for a pure lattice fault:

\[
\delta_{\rm pol}=\delta\left(1+\frac{g^2}{2B'C}\right)=\delta\,\frac{B}{B'} ,
\]

because \(B'+g^2/(2C)=B\). Here \(B/B'=1.188\), so a cubic error of 0.50% becomes 0.59%; full relaxation gives 0.63%. Conversely, if 0.5% is the error of the polar lattice, the Landau cubic error is \(0.5\%/1.188=0.42\%\), and the depth changes by \((1+0.42/3.38)^2-1\simeq26\%\).

## Contribution 2: the direct error

A pseudopotential may also change the coefficient of \(u^2\) at fixed lattice, by \(\Delta A\). If the changes in \(g\), \(B\) and \(C\) are neglected, the previous derivation holds with \(A+g\delta\) replaced by \(A+g\delta+\Delta A\):

\[
\frac{D}{D(0)}=\left(1+\frac{g\delta+\Delta A}{A}\right)^2 ,
\]

provided that \(A+g\delta+\Delta A<0\). The direct error is divided by the same small \(A\), so it is amplified too. The lattice error alone then fixes neither the size nor the sign of the change.

The rigid-ion lattice provides such a case. Instead of adding like-ion repulsion, multiply the unlike-ion strength \(b\) by a factor \(f\) that moves equilibrium to \(d_1=1.005\,d_0\). The equilibrium condition gives

\[
f=\left(\frac{d_0}{d_1}\right)^2e^{(d_1-d_0)/\rho}=1.0172 .
\]

Since \(k\) is proportional to \(b\), the two contributions are, in hartree/bohr²,

\[
\Delta A=\tfrac12k(f-1)=+0.001066,\qquad g\delta=-0.000512 .
\]

The direct stiffening is about twice the softening by expansion. Their sum is \(+0.000554\), or \(-0.160\) relative to \(A\), and the depth changes by \((1-0.000554/0.003459)^2-1=-29.5\%\). Full relaxation gives −29.6%. Such close agreement should not be read as the general accuracy of the formula, which missed several percentage points for the like-ion fault.

Two faults with the same cubic lattice error of +0.5% thus change the relaxed depth by +36% and −30% in the full model. Both changes are tens of percent, with opposite signs.

## Separating the two in a transferability test

Comparing depths at one common lattice removes the lattice contribution. At \(d_0\), the like-ion fault leaves the depth unchanged because its energy does not depend on \(u\). The unlike-ion fault changes the clamped depth of the full model from 0.526 to 0.240 mhartree, or −54%. The relaxed comparison shows only −30%, because the expansion partly compensates the direct error.

Three depths from well-converged calculations therefore serve to diagnose a pseudopotential:

1. The reference depth and the pseudopotential depth, both with the strain held at the reference cubic lattice, show the direct error.
2. The reference depth, recomputed with the strain held at the pseudopotential's cubic lattice, shows the effect of the lattice shift.

The second comparison must use the clamped reference depth at both lattices, so that strain relaxation does not enter one side alone.

The formula also turns a required accuracy into a lattice tolerance. For a pure lattice fault and small \(\delta\), a relative depth error below \(t\) requires \(|\delta|\lesssim t\,\eta_c/2\). With \(\eta_c=3.38\%\) and \(t=5\%\), this is about 0.08%. A half-percent criterion is too loose for that purpose, and even a perfect lattice parameter would leave \(\Delta A\) untested.
